# Newton Solution of the Heisenberg-Chain Bethe Equations and the Triplet Gap: test program

```python
"""
Result under test: for the antiferromagnetic Heisenberg ring
    H = J sum_i S_i . S_(i+1),  J = 1,  N sites (even),
the lowest state of spin S has M = N/2 - S real Bethe roots, found by Newton
iteration with the Gaudin matrix, and the triplet gap obeys
    N * gap = (pi^2/2) * (1 - u/2),   1/u + ln(u)/2 = ln(N) + constant
up to terms that vanish for large N.
Symbols: roots = rapidities lambda_j; numbers = Bethe quantum numbers I_j;
slope = derivative of the counting function at each root;
B = edge of the filled rapidity interval; m = magnetization per site.
All energies are in units of J.
"""
from itertools import combinations, permutations
import numpy as np
from scipy.linalg import cho_factor, cho_solve
from scipy.optimize import brentq


def bethe_equations(roots, numbers, N):
    diff = roots[:, None] - roots[None, :]
    residual = (2 * N * np.arctan(2 * roots) - 2 * np.arctan(diff).sum(axis=1)
                - 2 * np.pi * numbers)
    kernel = 2 / (1 + diff**2)
    slope = 4 * N / (1 + 4 * roots**2) - kernel.sum(axis=1)
    return residual, slope, kernel


def solve_bethe(N, numbers, tolerance=1e-10):
    """Newton iteration; a step is halved unless the residual norm falls and
    the counting function keeps a positive slope at every root."""
    roots = np.arcsinh(np.tan(2 * np.pi * numbers / N)) / np.pi
    residual, slope, kernel = bethe_equations(roots, numbers, N)
    assert slope.min() > 0
    history, halvings = [np.abs(residual).max()], 0
    while history[-1] > tolerance:
        assert len(history) < 40
        kernel[np.diag_indices(len(roots))] += slope      # Gaudin matrix
        step = cho_solve(cho_factor(kernel), residual)
        length = 1.0
        while True:
            trial = roots - length * step
            new = bethe_equations(trial, numbers, N)
            if (new[1].min() > 0
                    and np.linalg.norm(new[0]) < np.linalg.norm(residual)):
                break
            length /= 2
            halvings += 1
            assert length > 1e-4
        roots = trial
        residual, slope, kernel = new
        history.append(np.abs(residual).max())
    return roots, history, halvings


def compact_numbers(N, S):
    M = N // 2 - S
    return np.arange(M) - (M - 1) / 2


def energy(roots, N):
    return N / 4 - np.sum(2 / (1 + 4 * roots**2))


def sector_hamiltonian(N, M):
    """Matrix of H for M down spins, built from the spin operators."""
    configs = list(combinations(range(N), M))
    index = {c: n for n, c in enumerate(configs)}
    H = np.zeros((len(configs), len(configs)))
    for n, c in enumerate(configs):
        down = set(c)
        for i in range(N):
            j = (i + 1) % N
            if (i in down) == (j in down):
                H[n, n] += 0.25
            else:
                H[n, n] -= 0.25
                H[index[tuple(sorted(down ^ {i, j}))], n] += 0.5
    return H, np.array(configs)


# --- Exact diagonalization against Bethe energies
N_ed = 12
spectrum_0 = np.linalg.eigvalsh(sector_hamiltonian(N_ed, N_ed // 2)[0])
spectrum_1 = np.linalg.eigvalsh(sector_hamiltonian(N_ed, N_ed // 2 - 1)[0])
bethe_ed = [energy(solve_bethe(N_ed, compact_numbers(N_ed, S))[0], N_ed)
            for S in (0, 1)]
assert abs(bethe_ed[0] - spectrum_0[0]) < 1e-9
assert abs(bethe_ed[1] - spectrum_1[0]) < 1e-9
assert abs(bethe_ed[1] - spectrum_0[1]) < 1e-9   # lowest excitation, spin 1
print(f"N=12 diagonalization: E0 = {spectrum_0[0]:.8f} J, "
      f"E1 = {spectrum_1[0]:.8f} J")
print(f"N=12 Bethe roots:     E0 = {bethe_ed[0]:.8f} J, "
      f"E1 = {bethe_ed[1]:.8f} J")

# --- Explicit Bethe vectors: eigenvalue equation and Gaudin norm
for N, numbers in ((8, compact_numbers(8, 0)), (10, np.array([-1., 0., 2.]))):
    roots = solve_bethe(N, numbers)[0]
    M = len(roots)
    H, configs = sector_hamiltonian(N, M)
    phase = (roots + 0.5j) / (roots - 0.5j)
    psi = np.zeros(len(configs), complex)
    for order in permutations(range(M)):
        p = list(order)
        amplitude = np.prod([1 + 1j / (roots[p[a]] - roots[p[b]])
                             for a, b in combinations(range(M), 2)])
        psi += amplitude * np.prod(phase[p][None, :]**configs, axis=1)
    norm = np.vdot(psi, psi).real
    defect = np.linalg.norm(H @ psi - energy(roots, N) * psi) / np.sqrt(norm)
    _, slope, kernel = bethe_equations(roots, numbers, N)
    pair_factor = np.prod([1 + 1 / (roots[a] - roots[b])**2
                           for a, b in combinations(range(M), 2)])
    gaudin_norm = (np.prod(roots**2 + 0.25) * pair_factor
                   * np.linalg.det(np.diag(slope) + kernel))
    assert defect < 1e-8
    assert abs(gaudin_norm / norm - 1) < 1e-8
    print(f"Bethe vector N={N}, M={M}: norm^2 summed {norm:.6f}, "
          f"from det G {gaudin_norm:.6f}")

# --- Jacobian by central differences, away from the solution
numbers = compact_numbers(12, 0)
point = solve_bethe(12, numbers)[0] + 0.03 * np.cos(np.arange(6))
_, slope, kernel = bethe_equations(point, numbers, 12)
shift = 1e-5
numeric = np.array([(bethe_equations(point + shift * unit, numbers, 12)[0]
                     - bethe_equations(point - shift * unit, numbers, 12)[0])
                    / (2 * shift) for unit in np.eye(6)]).T
jacobian_error = np.abs(numeric - np.diag(slope) - kernel).max()
assert jacobian_error < 1e-6
print(f"Jacobian minus finite differences, largest entry: "
      f"{jacobian_error:.1e}")

# --- Positive definiteness, quadratic convergence, simple iteration
N = 256
numbers = compact_numbers(N, 0)
newton_roots, history, _ = solve_bethe(N, numbers)
_, slope, kernel = bethe_equations(newton_roots, numbers, N)
lowest = np.linalg.eigvalsh(np.diag(slope) + kernel)[0]
assert slope.min() > 0 and lowest >= slope.min() - 1e-9
for before, after in zip(history, history[1:]):
    if before < 0.1:
        assert after < 10 * before**2 + 1e-10
simple = np.zeros(len(numbers))
sweeps = 0
while np.abs(bethe_equations(simple, numbers, N)[0]).max() > 1e-10:
    scattering = 2 * np.arctan(simple[:, None] - simple[None, :]).sum(axis=1)
    simple = 0.5 * np.tan((2 * np.pi * numbers + scattering) / (2 * N))
    sweeps += 1
    assert sweeps < 5000
assert np.abs(simple - newton_roots).max() < 1e-8
assert sweeps > len(history) - 1
print(f"N=256: smallest slope D = {slope.min():.4f}, "
      f"smallest eigenvalue of G = {lowest:.4f}")
print(f"N=256: Newton steps {len(history) - 1}, simple iterations {sweeps}")


# --- Continuum: filled interval [-B, B]
def filled_interval(B):
    t, w = np.polynomial.legendre.leggauss(300)
    x, w = B * t, B * w
    source = lambda z: 2 / (np.pi * (1 + 4 * z**2))
    lorentz = lambda d: 1 / (np.pi * (1 + d**2))
    density = np.linalg.solve(np.eye(len(x))
                              + lorentz(x[:, None] - x[None, :]) * w,
                              source(x))
    m = 0.5 - np.sum(w * density)
    direct = np.log(2) - np.sum(w * density * 2 / (1 + 4 * x**2))
    t, v = np.polynomial.legendre.leggauss(120)
    outside, v = B + 6 * (t + 1), 6 * v
    holes = source(outside) - lorentz(outside[:, None] - x) @ (w * density)
    excess = np.pi * np.sum(v * holes / np.cosh(np.pi * outside))
    return m, direct, excess


m, direct, excess = filled_interval(1.0)
assert abs(direct / excess - 1) < 1e-8
print(f"B=1: m = {m:.6f}, e-e0 direct {direct:.9f} J, "
      f"from holes {excess:.9f} J")
edges = np.array([3.0, 4.5, 6.0])
u_edge = []
for B in edges:
    m, _, excess = filled_interval(B)
    ratio = excess / (np.pi**2 * m**2 / 2)
    u_edge.append(2 * (1 - ratio))
    print(f"B={B}: m = {m:.4e}, (e-e0)/(pi^2 m^2/2) = {ratio:.6f}, "
          f"pi*B*u = {np.pi * B * u_edge[-1]:.4f}")
u_edge = np.array(u_edge)
leading = np.pi * edges * u_edge
assert np.all(np.diff(leading) > 0) and 0.8 < leading[-1] < 1
log_scale = np.pi * edges
plain_rate = np.diff(1 / u_edge)[-1] / np.diff(log_scale)[-1]
full_rate = (np.diff(1 / u_edge + 0.5 * np.log(u_edge))[-1]
             / np.diff(log_scale)[-1])
assert abs(full_rate - 1) < 0.02
assert abs(full_rate - 1) < abs(plain_rate - 1)
print(f"Continuum slope against pi*B: 1/u {plain_rate:.4f}, "
      f"1/u + ln(u)/2 {full_rate:.4f}")

# --- Triplet gap up to thousands of sites
sizes = 2**np.arange(4, 13)
scaled_gap = []
print("Triplet gaps: N, E0/J, E1/J, N*gap/J")
for N in sizes:
    N = int(N)
    ground, history, halvings = solve_bethe(N, compact_numbers(N, 0))
    triplet, history_t, halvings_t = solve_bethe(N, compact_numbers(N, 1))
    E0, E1 = energy(ground, N), energy(triplet, N)
    scaled_gap.append(N * (E1 - E0))
    print(f"{N:5d} {E0:16.8f} {E1:16.8f} {scaled_gap[-1]:10.6f}")
    if N == 1024:
        quintet = solve_bethe(N, compact_numbers(N, 2))[0]
        spin_ratio = (energy(quintet, N) - E0) / (E1 - E0)
scaled_gap = np.array(scaled_gap)
limit_energy = 0.25 - np.log(2)
assert abs(E0 / N - limit_energy) < 1 / N**2
assert abs(spin_ratio / 4 - 1) < 0.02
print("N=4096 ground-state residuals: "
      + " ".join(f"{r:.1e}" for r in history))
print(f"N=4096 Newton steps: ground {len(history) - 1}, "
      f"triplet {len(history_t) - 1}; halvings {halvings + halvings_t}")
print(f"N=4096 largest root: {ground.max():.6f}")
print(f"N=4096 E0/N = {E0 / N:.10f} J; 1/4 - ln 2 = {limit_energy:.10f} J")
print(f"N=1024 (E(S=2)-E0)/(E(S=1)-E0) = {spin_ratio:.5f}")

# --- Logarithmic fits
gap_limit = np.pi**2 / 2
u = 2 * (1 - scaled_gap / gap_limit)
log_N = np.log(sizes)
improved = 1 / u + 0.5 * np.log(u)
large = sizes >= 128
plain_slope, plain_constant = np.polyfit(log_N[large], 1 / u[large], 1)
full_slope, full_constant = np.polyfit(log_N[large], improved[large], 1)
assert abs(full_slope - 1) < 0.03
assert abs(full_slope - 1) < abs(plain_slope - 1)
print(f"Limit of N*gap: pi^2/2 = {gap_limit:.6f} J")
print(f"u at N=128: {u[sizes == 128][0]:.6f}; at N=4096: {u[-1]:.6f}")
print(f"Fit N>=128, 1/u: slope {plain_slope:.4f}, "
      f"constant {plain_constant:.4f}")
print(f"Fit N>=128, 1/u + ln(u)/2: slope {full_slope:.4f}, "
      f"constant {full_constant:.4f}")
print(f"Coefficient of 1/ln N, 1/(2*slope): without ln(u) "
      f"{0.5 / plain_slope:.4f}, with {0.5 / full_slope:.4f}")

# --- Prediction of a size left out of the fit, slope fixed at one
training = (sizes >= 128) & (sizes <= 1024)
constant = np.mean(improved[training] - log_N[training])
u_predicted = brentq(lambda v: 1 / v + 0.5 * np.log(v) - log_N[-1] - constant,
                     1e-3, 1.0)
predicted = gap_limit * (1 - u_predicted / 2)
bare = gap_limit * (1 - 1 / (2 * log_N[-1]))
assert abs(predicted - scaled_gap[-1]) < 3e-3
assert abs(predicted - scaled_gap[-1]) < abs(bare - scaled_gap[-1])
print(f"Constant from N=128..1024 at unit slope: {constant:.4f}")
print(f"N=4096 N*gap: solved {scaled_gap[-1]:.5f} J, "
      f"predicted {predicted:.5f} J")
print(f"N=4096 N*gap from 1 - 1/(2 ln N) alone: {bare:.5f} J")
u_one_percent = 0.02
log_size = 1 / u_one_percent + 0.5 * np.log(u_one_percent) - constant
print(f"log10(N) for N*gap within 1% of limit: {log_size / np.log(10):.1f}")
print("verified")
```

Running it gives:

```
N=12 diagonalization: E0 = -5.38739092 J, E1 = -5.03154340 J
N=12 Bethe roots:     E0 = -5.38739092 J, E1 = -5.03154340 J
Bethe vector N=8, M=4: norm^2 summed 26866691.708306, from det G 26866691.708306
Bethe vector N=10, M=3: norm^2 summed 371315.569682, from det G 371315.569682
Jacobian minus finite differences, largest entry: 5.8e-09
N=256: smallest slope D = 9.3094, smallest eigenvalue of G = 10.9266
N=256: Newton steps 3, simple iterations 189
B=1: m = 0.022162, e-e0 direct 0.002182341 J, from holes 0.002182341 J
B=3.0: m = 3.9943e-05, (e-e0)/(pi^2 m^2/2) = 0.957838, pi*B*u = 0.7947
B=4.5: m = 3.5635e-07, (e-e0)/(pi^2 m^2/2) = 0.970169, pi*B*u = 0.8435
B=6.0: m = 3.1896e-09, (e-e0)/(pi^2 m^2/2) = 0.976862, pi*B*u = 0.8723
Continuum slope against pi*B: 1/u 1.0290, 1/u + ln(u)/2 1.0020
Triplet gaps: N, E0/J, E1/J, N*gap/J
   16      -7.14229636      -6.87210668   4.323035
   32     -14.20652744     -14.06832955   4.422333
   64     -28.37430139     -28.30409170   4.493420
  128     -56.72927425     -56.69375474   4.546497
  256    -113.44889430    -113.43097362   4.587695
  512    -226.89296404    -226.88393927   4.620681
 1024    -453.78351655    -453.77897773   4.647745
 2048    -907.56582756    -907.56354710   4.670385
 4096   -1815.13105244   -1815.12990752   4.689624
N=4096 ground-state residuals: 1.8e-01 3.1e-03 1.1e-06 2.7e-12
N=4096 Newton steps: ground 3, triplet 4; halvings 0
N=4096 largest root: 2.518187
N=4096 E0/N = -0.4431472296 J; 1/4 - ln 2 = -0.4431471806 J
N=1024 (E(S=2)-E0)/(E(S=1)-E0) = 3.97355
Limit of N*gap: pi^2/2 = 4.934802 J
u at N=128: 0.157374; at N=4096: 0.099367
Fit N>=128, 1/u: slope 1.0699, constant 1.1727
Fit N>=128, 1/u + ln(u)/2: slope 1.0039, constant 0.5606
Coefficient of 1/ln N, 1/(2*slope): without ln(u) 0.4673, with 0.4981
Constant from N=128..1024 at unit slope: 0.5837
N=4096 N*gap: solved 4.68962 J, predicted 4.68942 J
N=4096 N*gap from 1 - 1/(2 ln N) alone: 4.63816 J
log10(N) for N*gap within 1% of limit: 20.6
verified
```
